# Feshbach Level Shift and Width, Recovered from a Projected Absorbing Potential, part 1

(Sections cited here and not found follow in the second part.)

## I. The discrete state and the band

Put a discrete state in contact with a band, cut the band to a finite length, and diagonalize. Every eigenvalue is real, because the matrix is Hermitian. The state should decay, yet no eigenvalue carries a decay rate. Its character is instead spread over several levels whose positions depend on the length of the band. Second-order perturbation theory does not help: the sum of squared couplings divided by $e_d-E_n$ depends on where the band levels happen to lie relative to $e_d$, and it has no limit as the levels crowd together. What is missing is an energy-dependent effective Hamiltonian for the discrete state alone. Its real part shifts the level, and its imaginary part gives the width.

### The model and the first part of the theorem

Let $|d\rangle$ be a normalized state of energy $e_d$, and let $|j\rangle$, $j=1,2,\dots$, be the sites of a semi-infinite chain, orthonormal and orthogonal to $|d\rangle$. The Hamiltonian is

$$H=e_d|d\rangle\langle d|+v\big(|d\rangle\langle1|+|1\rangle\langle d|\big)-t\sum_{j\ge1}\big(|j\rangle\langle j+1|+|j+1\rangle\langle j|\big).$$

The chain site energy is the zero of energy. The parameters are real and satisfy

$$t>0,\qquad v>0,\qquad e_d^2<4(t^2-v^2). \tag{1}$$

The last condition implies $v<t$. Define

$$a=\frac{v^2}{2t^2},\qquad s(z)=\sqrt{4t^2-z^2},$$

where the square root is the principal one, with non-negative real part. Then $0<a<1/2$. The function $s$ is analytic except where $4t^2-z^2$ is real and not positive, that is, except for real $z$ with $|z|\ge 2t$.

**Theorem, part A.** Under (1):

1. For $\operatorname{Im}z\neq0$, $\langle d|(z-H)^{-1}|d\rangle=1/[z-e_d-\Sigma(z)]$. For real $E$ inside the band, $|E|<2t$, approached from above, $\Sigma(E+i0)=\Delta(E)-\tfrac{i}{2}\Gamma(E)$ with
$$\Delta(E)=\frac{v^2E}{2t^2},\qquad \Gamma(E)=\frac{v^2}{t^2}\sqrt{4t^2-E^2}. \tag{2}$$
2. There is no bound state outside the band. The continuation of $\Sigma$ from the upper half-plane down through the band gives one resonance pole,
$$z_r=E_r-\frac{i}{2}\Gamma_r=\frac{(1-a)e_d-ia\sqrt{4t^2(1-2a)-e_d^2}}{1-2a}. \tag{3}$$

The proof uses two lemmas. The first does not depend on the form of the band.

### Lemma 1: projection

Let $Q=1-|d\rangle\langle d|$ and let $H_Q$ be $QHQ$ acting in the space of $Q$. For $\operatorname{Im}z\ne0$,

$$\langle d|(z-H)^{-1}|d\rangle=\frac{1}{z-e_d-\Sigma(z)},\qquad \Sigma(z)=\langle d|HQ\,(z-H_Q)^{-1}QH|d\rangle. \tag{4}$$

*Proof.* Let $|\psi\rangle=(z-H)^{-1}|d\rangle$, so that $(z-H)|\psi\rangle=|d\rangle$, and write $|\psi\rangle=\psi_d|d\rangle+Q|\psi\rangle$. Taking the component along $|d\rangle$, and then the component in the space of $Q$, gives

$$(z-e_d)\psi_d-\langle d|HQ|\psi\rangle=1,\qquad (z-H_Q)Q|\psi\rangle=QH|d\rangle\,\psi_d .$$

Since $H_Q$ is self-adjoint and $z$ is not real, $z-H_Q$ can be inverted. The second equation gives $Q|\psi\rangle=(z-H_Q)^{-1}QH|d\rangle\psi_d$. Inserted in the first, it gives $[z-e_d-\Sigma(z)]\psi_d=1$. The bracket therefore cannot vanish, and $\psi_d=\langle d|\psi\rangle$ is its inverse. $\square$

In the model $QH|d\rangle=v|1\rangle$, so

$$\Sigma(z)=v^2g(z),\qquad g(z)=\langle1|(z-H_Q)^{-1}|1\rangle. \tag{5}$$

No approximation has been made. The price of removing the band is that the effective Hamiltonian $e_d+\Sigma(z)$ depends on the energy at which it is used.

### Lemma 2: the self-energy of the band

For $\operatorname{Im}z>0$,

$$\Sigma(z)=\int_{-2t}^{2t}\frac{J(E')}{z-E'}\,dE'=a\,[z-is(z)],\qquad J(E')=\frac{v^2}{2\pi t^2}\sqrt{4t^2-E'^2}. \tag{6}$$

*Proof of the integral.* The functions $\phi_k(j)=\sqrt{2/\pi}\,\sin kj$ with $0<k<\pi$ are the band states. Indeed

$$-t[\sin k(j+1)+\sin k(j-1)]=-2t\cos k\,\sin kj,$$

and at $j=1$ the absent site $0$ would contribute $\sin0=0$, so the equation also holds at the end. The energy is $E'=-2t\cos k$. The states are complete, since $\frac{2}{\pi}\int_0^\pi\sin kj\,\sin kl\,dk=\delta_{jl}$. Inserting them in (5) gives

$$\Sigma(z)=\frac{2v^2}{\pi}\int_0^\pi\frac{\sin^2k}{z+2t\cos k}\,dk .$$

Now $dE'=2t\sin k\,dk$ and $\sin k=\sqrt{4t^2-E'^2}/(2t)$. Hence

$$\frac{2v^2}{\pi}\sin^2k\,dk=\frac{v^2}{\pi t}\sin k\,dE'=\frac{v^2}{2\pi t^2}\sqrt{4t^2-E'^2}\,dE'=J(E')\,dE'.$$

*Proof of the closed form.* Apply Lemma 1 to the chain itself, with site 1 in the place of $|d\rangle$. Its energy is zero, and it is coupled by $-t$ to a chain identical to the original. The sign of the coupling disappears on squaring, so

$$g=\frac{1}{z-t^2g},\qquad\text{or}\qquad t^2g^2-zg+1=0. \tag{7}$$

The two roots are $[z\mp is(z)]/(2t^2)$. They differ by $is/t^2$, which does not vanish in the upper half-plane. Since $g$ and $s$ are continuous there, the same sign applies throughout. At $z=iy$ with $y$ large, the resolvent must approach $1/z=-i/y$. The upper sign gives $i[y-\sqrt{4t^2+y^2}]/(2t^2)\to-i/y$, whereas the lower sign gives a growing function. Thus

$$g(z)=\frac{z-is(z)}{2t^2}, \tag{8}$$

and multiplication by $v^2$ gives $a(z-is)$. $\square$

### Proof of item 1

Lemma 1 gives the resolvent. For real $E$ in the band, $s(E)$ is the positive root, and (6) gives

$$\Sigma(E+i0)=aE-ia\sqrt{4t^2-E^2}.$$

Its real part is $\Delta$. Its imaginary part is $-\Gamma/2$, so $\Gamma=2a\sqrt{4t^2-E^2}$, which is (2). $\square$

The integral form shows what these quantities mean. With $x=E-E'$ and $\varepsilon\to0^+$,

$$\frac{1}{x+i\varepsilon}=\frac{x}{x^2+\varepsilon^2}-\frac{i\varepsilon}{x^2+\varepsilon^2}.$$

The first term becomes the principal value, and the second becomes $-i\pi\delta(x)$. Therefore

$$\Gamma(E)=2\pi J(E),\qquad \Delta(E)=\mathrm{P}\!\!\int_{-2t}^{2t}\frac{\Gamma(E')}{2\pi\,(E-E')}\,dE'. \tag{9}$$

Here $J$ is squared coupling times density of band states, so $\Gamma(e_d)$ is the golden-rule width. It comes from band states at the energy considered. The shift comes from all the others: those above push the level down, and those below push it up. At the centre of this band the two effects cancel, because $J$ is even. In the lower half of the band the net shift is downward.

### Proof of item 2

*No bound states.* For real $E>2t$, the integral in (6) shows that $\Sigma(E)$ decreases with $E$. A bound state would be a zero of $f(E)=E-e_d-\Sigma(E)$, which increases. At the edge, (7) gives $g(2t)=1/t$, so $f(2t)=2t-e_d-v^2/t$. Now

$$\Big(2t-\frac{v^2}{t}\Big)^2=4(t^2-v^2)+\frac{v^4}{t^2}>e_d^2,$$

and $2t-v^2/t$ is positive, so $f(2t)>0$ and there is no zero above the band. Reversing the signs of $E$ and $e_d$ gives the same conclusion below it. A bound state must have a component on $|d\rangle$, since the chain alone has no normalizable eigenstate. The search is therefore complete outside the band.

*Continuation.* The expression $\Sigma_{II}(z)=a[z-is(z)]$ is analytic across the interval $(-2t,2t)$, and so it is the required continuation into the lower half-plane. It differs there from the self-energy $\Sigma_I$ in Lemma 1. By complex conjugation of (8), the latter is $\Sigma_I=a(z+is)$ for $\operatorname{Im}z<0$. Thus

$$\Sigma_{II}(z)=\Sigma_I(z)-2ias(z)=\Sigma_I(z)-i\Gamma(z),\qquad \Gamma(z)=\frac{v^2}{t^2}s(z). \tag{10}$$

*The pole.* The equation $z=e_d+\Sigma_{II}(z)$ reads

$$(1-a)z-e_d=-ia\,s(z). \tag{11}$$

Squaring gives

$$[(1-a)z-e_d]^2=-a^2(4t^2-z^2).$$

The coefficient of $z^2$, after all terms are moved to the left, is $(1-a)^2-a^2=1-2a$. Hence

$$(1-2a)z^2-2(1-a)e_dz+e_d^2+4a^2t^2=0.$$

One quarter of the discriminant is

$$(1-a)^2e_d^2-(1-2a)(e_d^2+4a^2t^2)=a^2e_d^2-4a^2t^2(1-2a)=-a^2D^2,$$

where $D=\sqrt{4t^2(1-2a)-e_d^2}$. Since $4t^2(1-2a)=4(t^2-v^2)$, condition (1) makes $D$ real and positive. The roots are $[(1-a)e_d\pm iaD]/(1-2a)$.

Squaring may have introduced a false root, so each must be returned to (11). For the lower sign,

$$(1-a)z-e_d=\frac{a^2e_d-ia(1-a)D}{1-2a}=-ia\,\frac{(1-a)D+iae_d}{1-2a}.$$

Equation (11) then requires $s=[(1-a)D+iae_d]/(1-2a)$. The square of this number is $4t^2-z^2$, by the squared equation, and its real part is positive. It is therefore the principal root, and (11) holds. For the upper sign the same calculation requires $s=-[(1-a)D-iae_d]/(1-2a)$, whose real part is negative. That root is false. What remains is (3). $\square$

### Remark 1: three widths

The golden rule uses $\Gamma(e_d)$. The next approximation expands the resolvent about the shifted energy $E_0=e_d+\Delta(E_0)$. In this model $\Delta$ is linear, so $E_0=e_d/(1-a)$ and

$$E-e_d-\Delta(E)=(1-a)(E-E_0).$$

If $\Gamma(E)$ is held at $\Gamma(E_0)$, the resolvent becomes

$$\frac{1}{(1-a)(E-E_0)+\frac{i}{2}\Gamma(E_0)}=\frac{1}{1-a}\;\frac{1}{E-E_0+\frac{i}{2}\Gamma(E_0)/(1-a)} .$$

The width is now $\Gamma(E_0)/(1-a)$. The factor $1/(1-a)=1/(1-\Delta')$ arises because the shift changes with energy across the line. The pole width $\Gamma_r=2aD/(1-2a)$ also includes the change of $\Gamma$ with energy. As $v\to0$ at fixed $e_d$ inside the band, $a\to0$ and the ratio of any two of these widths tends to one.

Equation (3) does not describe a narrow level in the band when $e_d^2$ approaches $4(t^2-v^2)=4t^2(1-2a)$. There $D\to0$, and the two roots approach each other on the real axis at $|E|=2t(1-a)/\sqrt{1-2a}$. This exceeds $2t$, because $(1-a)^2=1-2a+a^2$. The pole has then left the energy range of the band, and its small $\Gamma_r$ is not the width of a line in the band.

### Remark 2: the pole and the decay

Let $A(\tau)=\langle d|e^{-iH\tau/\hbar}|d\rangle$ for $\tau>0$. There are no bound states, so $A$ is an integral over the band:

$$A(\tau)=\frac{i}{2\pi}\int_{-2t}^{2t}[G_{II}(E)-G_I(E)]\,e^{-iE\tau/\hbar}\,dE .$$

Here $G_{II}=1/(E-e_d-\Sigma_{II})$ is the resolvent above the axis, and $G_I=1/(E-e_d-\Sigma_I)$ is the one below. Their difference is $2i$ times the imaginary part of $G_{II}$, so the prefactor gives the spectral density $-\operatorname{Im}G_{II}/\pi$.

Move the path into the lower half-plane, with its ends running vertically down from $\pm2t$. If $|E_r|<2t$, the path encloses the pole of $G_{II}$ clockwise and contributes $-2\pi i$ times its residue. With $(i/2\pi)(-2\pi i)=1$,

$$A(\tau)=Z\,e^{-iz_r\tau/\hbar}+\text{edge terms},\qquad Z=\frac{1}{1-\Sigma_{II}'(z_r)}. \tag{12}$$

Since $s'=-z/s$, the derivative is $\Sigma_{II}'=a(1+iz/s)$. The pole part of the survival probability $|A|^2$ is $|Z|^2e^{-\Gamma_r\tau/\hbar}$, which identifies $\hbar/\Gamma_r$ as the lifetime. On the vertical lines,

$$G_{II}-G_I=(\Sigma_{II}-\Sigma_I)G_{II}G_I$$

is proportional to $s$, hence to $\sqrt y$ at a small depth $y$ below an edge. The integral of $\sqrt y\,e^{-y\tau/\hbar}$ falls as $\tau^{-3/2}$. Each edge term therefore eventually exceeds the exponential, and the exponential law holds for intermediate times.

### Example: the level without an absorber

Take the round parameters $t=1$ eV, $v=0.2$ eV and $e_d=-0.8$ eV. Then $a=0.04/2=0.02$. The golden rule gives

$$\Delta(e_d)=0.02\times(-0.8)=-0.0160\ \text{eV},\qquad \Gamma(e_d)=0.04\sqrt{4-0.64}=0.0733\ \text{eV}.$$

The linearized position is $-0.8/0.98=-0.8163$ eV, with width $0.07452$ eV. For the pole, $D=\sqrt{4\times0.96-0.64}=\sqrt{3.2}$ eV, and therefore

$$E_r=\frac{0.98\times(-0.8)}{0.96}=-0.81667\ \text{eV},\qquad \Gamma_r=\frac{2\times0.02\sqrt{3.2}}{0.96}=0.07454\ \text{eV}.$$

The golden-rule width is 1.6% below the pole width. The linearized one differs from it by about 0.02%. The lifetime is $\hbar/\Gamma_r=8.83$ fs.

Direct propagation on a chain of 1000 sites, with no absorber, gives a survival probability of 0.3357 at 10 fs and 0.1082 at 20 fs. The pole term in (12) gives 0.3359 and 0.1082. The complex number $z_r$ thus describes the actual decay over this interval.

## II. The absorber and a few eigenstates

From the first half, $a=v^2/(2t^2)$, $s(z)=\sqrt{4t^2-z^2}$ with non-negative real part, and $g(z)=[z-is(z)]/(2t^2)$ is the outgoing end-site resolvent of the semi-infinite chain. It satisfies $t^2g^2-zg+1=0$. The resonance $z_r=E_r-i\Gamma_r/2$ solves $z=e_d+v^2g(z)$ in the lower half-plane, and condition (1) is still assumed. The task is to obtain $z_r$ from a finite chain, without using the closed form of $g$.

### The finite problem and the second part of the theorem

Keep $N$ chain sites. Let $H_N$ be the resulting real symmetric matrix of dimension $N+1$, and define

$$H_\eta=H_N-i\eta W,\qquad W=\sum_{j=1}^{N}w_j|j\rangle\langle j|,\qquad w_j=\Big(\frac jN\Big)^2,\qquad \eta>0. \tag{13}$$

The strength $\eta$ is an energy, and $W$ is zero on $|d\rangle$. The sign makes the potential absorb: from $i\hbar\,d|\psi\rangle/d\tau=H_\eta|\psi\rangle$ one finds

$$\frac{d}{d\tau}\langle\psi|\psi\rangle=-\frac{2\eta}{\hbar}\langle\psi|W|\psi\rangle\le0 .$$

Let $g_j(z)$ be the end-site resolvent of the piece of absorbing chain from site $j$ to site $N$. Let $h_j=g(z+i\eta w_j)$ be the outgoing resolvent of a uniform chain with the local absorption of site $j$, and put $w_0=0$, so $h_0=g(z)$. Define the products

$$P_0=1,\qquad P_j=\prod_{l=1}^{j}t^2g_lh_l .$$

**Theorem, part B.**

1. Let $|\operatorname{Re}z|<2t$, and let all the $g_j(z)$ be finite. The eigenvalue condition of $H_\eta$ for a state with a component on $|d\rangle$ is $z=e_d+v^2g_1(z)$, and
$$g_1-g=\sum_{j=0}^{N-1}P_j\,(h_{j+1}-h_j)-P_Nh_N. \tag{14}$$
2. Let $|m\rangle$ be real orthonormal eigenvectors of $H_N$ with energies $E_m$, and keep a set $M$ of them. For a simple eigenvalue $z$ of
$$A_{mn}=E_m\delta_{mn}-i\eta W_{mn},\qquad W_{mn}=\sum_jw_j\langle m|j\rangle\langle j|n\rangle, \tag{15}$$
with eigenvector $x$,
$$\frac{dz}{d\eta}=-i\,\frac{x^TWx}{x^Tx}. \tag{16}$$
3. Let $R$ be the set of discarded eigenvectors. If $z$ is an eigenvalue of $H_\eta$, but not of its $R$ block, then $z$ is an eigenvalue of $A+\Omega(z)$, where
$$\Omega(z)=-\eta^2W_{MR}\,(z-E_R+i\eta W_{RR})^{-1}W_{RM}. \tag{17}$$

Item 1 measures how well the absorber imitates an infinite band. Item 3 identifies what is lost by keeping a few eigenstates. It is Feshbach projection applied a second time, now to discarded eigenstates instead of to the band.

We have derived the exact self-energy and resonance pole $z_r$ of a discrete state coupled to a semi-infinite chain, and stated a three-item theorem for recovering $z_r$ from a finite absorbing chain. It remains to prove that theorem, to estimate the absorber's errors, and to test how few eigenstates suffice.
